# Teter–Payne–Allan preconditioner: limits and conjugate-gradient iterations versus cutoff in 1D: a numerical check

```python
"""
Result under test: the Teter-Payne-Allan preconditioner
    K(x) = N(x) / (N(x) + 16 x^4),   N(x) = 27 + 18 x + 12 x^2 + 8 x^3,
is 1 + O(x^4) at small x and 1/(2x) at large x, and it bounds the condition
number of a 1D ground-state problem independently of the cutoff.  Near the
minimum, conjugate-gradient (CG) counts then stay nearly level, while without
K they grow roughly as the square root of the cutoff.
x = (kinetic energy of a plane wave) / (kinetic energy T of the state).
Model: H = -1/2 d^2/dx^2 + V in a periodic cell, V a Gaussian well.
Hartree atomic units throughout.
"""
import numpy as np
import sympy as sp


def tpa(x):
    poly = 27 + 18 * x + 12 * x**2 + 8 * x**3
    return poly / (poly + 16 * x**4)


# ---------- limits of the preconditioner, from its definition ----------
s = sp.symbols("s", positive=True)
K_sym = tpa(s)
N_sym = 27 + 18 * s + 12 * s**2 + 8 * s**3
derivatives = [sp.diff(K_sym, s, k).subs(s, 0) for k in range(5)]
assert derivatives[0] == 1
assert derivatives[1:4] == [0, 0, 0]
assert derivatives[4] == -sp.Rational(128, 9)
tail_limit = sp.limit(sp.cancel(2 * s * K_sym), s, sp.oo)
tail_correction = sp.limit(sp.cancel(s * (2 * s * K_sym - 1)), s, sp.oo)
assert tail_limit == 1 and tail_correction == 1
quotient, remainder = sp.div(16 * s**4, 2 * s - 3, s)
assert sp.expand(quotient - N_sym) == 0 and remainder == 81
assert sp.simplify(1 / K_sym - 2 * (s - 1) - 81 / N_sym) == 0

x_grid = np.logspace(-2, 4, 20001)
# below x = 0.01 the deviation from 1 is under 1e-8
assert np.all(np.diff(tpa(x_grid)) < 0)
assert np.all(1 / tpa(x_grid) <= 1 + 2 * x_grid)

# the product x K(x) has one stationary point for x > 0
slope_numerator = sp.Poly(sp.numer(sp.together(sp.diff(s * K_sym, s))), s)
stationary = [float(sp.re(r)) for r in slope_numerator.nroots()
              if abs(sp.im(r)) < 1e-10 and sp.re(r) > 1e-8]
assert len(stationary) == 1
x_peak = stationary[0]
xK_peak = x_peak * tpa(x_peak)
assert abs(np.max(x_grid * tpa(x_grid)) - xK_peak) < 1e-6

print("K and its derivatives 1-4 at x=0:", ", ".join(map(str, derivatives)))
print("limit of 2xK:", tail_limit, "; limit of x(2xK-1):", tail_correction)
print("x, K(x), 2xK(x) (dimensionless):")
for x in (0.1, 0.5, 1.0, 2.0, 10.0, 100.0):
    print(f"  {x:6.1f}  {tpa(x):.6f}  {2 * x * tpa(x):.6f}")
print(f"maximum of xK: {xK_peak:.5f} at x = {x_peak:.5f}")

# ---------- one-dimensional model ----------
cell = 60.0             # bohr
depth = 2.0             # hartree
width = 1.0             # bohr
far_tolerance = 1e-6    # hartree, norm of the unpreconditioned residual
near_tolerance = 1e-8   # hartree, the same for starts near the minimum
displacement = 1e-3     # norm of the error vector of the near starts
cutoffs = np.array([10.0, 20.0, 40.0, 80.0, 160.0, 320.0, 640.0])


def well_coefficient(G):
    """Fourier coefficient of the periodically repeated Gaussian well."""
    return (-depth * width * np.sqrt(2 * np.pi) / cell
            * np.exp(-(G * width)**2 / 2))


# Fourier coefficients against direct quadrature in real space
points = np.arange(2000) * cell / 2000 - cell / 2
well = -depth * np.exp(-points**2 / (2 * width**2))
for n in (0, 1, 7, 20):
    G = 2 * np.pi * n / cell
    assert abs(np.mean(well * np.cos(G * points)) - well_coefficient(G)) < 1e-12


def highest_index(cutoff):
    return int(np.floor(np.sqrt(2 * cutoff) * cell / (2 * np.pi)))


def build(cutoff):
    n_max = highest_index(cutoff)
    G = 2 * np.pi * np.arange(-n_max, n_max + 1) / cell
    kinetic = G**2 / 2
    H = well_coefficient(G[:, None] - G[None, :]) + np.diag(kinetic)
    return kinetic, H


def minimise(kinetic, H, start, power, tolerance, level):
    """Polak-Ribiere CG on the Rayleigh quotient, preconditioner K**power.
    Returns the number of line searches, the final energy, and the number
    of line searches after which the energy is first below `level`."""
    c = start / np.linalg.norm(start)
    Hc = H @ c
    direction = None
    entry = None
    for iteration in range(20000):
        energy = c @ Hc
        if entry is None and energy < level:
            entry = iteration
        residual = energy * c - Hc
        if np.linalg.norm(residual) < tolerance:
            true_residual = H @ c - energy * c
            assert np.linalg.norm(true_residual) < 1.01 * tolerance
            return iteration, energy, entry
        z = tpa(kinetic / (c**2 @ kinetic))**power * residual
        z -= c * (c @ z)
        gamma = z @ residual
        if direction is None:
            direction = z
        else:
            beta = max(0.0, z @ (residual - old_residual) / old_gamma)
            direction = z + beta * direction
        direction = direction - c * (c @ direction)
        u = direction / np.linalg.norm(direction)
        Hu = H @ u
        # exact minimum of the energy on the circle c cos(a) + u sin(a)
        angle = 0.5 * np.arctan2(-2 * (u @ Hc), u @ Hu - energy)
        c = np.cos(angle) * c + np.sin(angle) * u
        Hc = np.cos(angle) * Hc + np.sin(angle) * Hu
        old_residual, old_gamma = residual, gamma
    raise RuntimeError("conjugate gradients did not converge")


def preconditioned_edges(A, K):
    """Lowest nonzero and highest eigenvalue of sqrt(K) A sqrt(K)."""
    root = np.sqrt(K)
    values = np.linalg.eigvalsh(root[:, None] * A * root[None, :])
    assert abs(values[0]) < 1e-9
    return values[1], values[-1]


def quadratic_bound(condition, top, error, tolerance):
    """CG steps that suffice for a quadratic energy; `error` is the initial
    error in the A-norm and `top` the highest eigenvalue of A."""
    root = np.sqrt(condition)
    rate = np.log((root + 1) / (root - 1))
    return int(np.ceil(np.log(2 * np.sqrt(top) * error / tolerance) / rate))


n_top = highest_index(cutoffs[-1])
noise = [np.random.default_rng(seed).standard_normal(2 * n_top + 1)
         for seed in (1, 2, 3)]
powers = (0, 1, 2)   # no preconditioner, K, K squared
counts, entries, conditions, sizes, ground_energies = [], [], [], [], []
near_counts, near_bounds = [], []

for cutoff in cutoffs:
    kinetic, H = build(cutoff)
    n_max = highest_index(cutoff)
    levels, vectors = np.linalg.eigh(H)
    E0, E1 = levels[:2]
    gap = E1 - E0
    top = levels[-1] - E0
    ground = vectors[:, 0]
    T = ground**2 @ kinetic
    A = H - E0 * np.eye(len(H))

    # curvature of the Rayleigh quotient at the minimum
    v = noise[0][n_top - n_max:n_top + n_max + 1].copy()
    v -= ground * (ground @ v)
    v /= np.linalg.norm(v)
    step = 1e-2
    trial = ground + step * v
    rise = (trial @ H @ trial) / (trial @ trial) - E0
    assert abs(rise / step**2 / (v @ A @ v) - 1) < 2 * step**2

    K = tpa(kinetic / T)
    low, high = preconditioned_edges(A, K)
    low_sq, high_sq = preconditioned_edges(A, K**2)
    high_bound = xK_peak * T - E0
    low_bound = 1 / (1 / gap + (2 / T) * (1 + (depth + E0) / gap))
    assert high <= high_bound and low >= low_bound
    conditions.append([top / gap, high / low, high_sq / low_sq])

    starts = [xi[n_top - n_max:n_top + n_max + 1] / (1 + kinetic)
              for xi in noise]

    # starts far from the minimum
    row, entry_row = [], []
    for power in powers:
        runs, run_entries = [], []
        for start in starts:
            iterations, energy, entry = minimise(
                kinetic, H, start, power, far_tolerance, E1)
            assert abs(energy - E0) < 1e-9
            runs.append(iterations)
            run_entries.append(entry)
        row.append(int(np.median(runs)))
        entry_row.append(int(np.median(run_entries)))
    counts.append(row)
    entries.append(entry_row)
    # what a quadratic energy would allow for these starts without K
    far_bound = max(
        quadratic_bound(top / gap, top,
                        np.sqrt(c @ A @ c) / abs(ground @ c), far_tolerance)
        for c in starts)

    # starts near the minimum, where the energy is quadratic
    row, bound_row = [], []
    for power in (0, 1):
        runs, bounds = [], []
        for start in starts:
            w = start - ground * (ground @ start)
            w /= np.linalg.norm(w)
            iterations, energy, _ = minimise(
                kinetic, H, ground + displacement * w, power,
                near_tolerance, E1)
            assert abs(energy - E0) < 1e-9
            bound = quadratic_bound(conditions[-1][power], top,
                                    displacement * np.sqrt(w @ A @ w),
                                    near_tolerance)
            runs.append(iterations)
            bounds.append(bound)
        row.append(runs)
        bound_row.append(bounds)
    near_counts.append(row)
    near_bounds.append(bound_row)
    sizes.append(len(H))
    ground_energies.append(E0)

counts = np.array(counts)
conditions = np.array(conditions)
ground_energies = np.array(ground_energies)
near_counts = np.array(near_counts)
near_bounds = np.array(near_bounds)
near_median = np.median(near_counts, axis=2)
bound_median = np.median(near_bounds, axis=2)

# range in which growth with the cutoff is measured
fitted = cutoffs >= 40
basis_errors = ground_energies - ground_energies[-1]
energy_spread = np.ptp(ground_energies[fitted])
log_cut = np.log(cutoffs[fitted])


def exponents(table):
    """d ln(column) / d ln(cutoff) in the fitted range."""
    return [np.polyfit(log_cut, np.log(column), 1)[0]
            for column in table[fitted].T]


count_slopes = exponents(counts)
near_slopes = exponents(near_median)
cond_slopes = exponents(conditions)

print(f"cell {cell:.0f} bohr, well depth {depth:.1f} hartree,"
      f" width {width:.1f} bohr; starts: {len(noise)}")
print(f"E0 = {E0:.6f} hartree, E1 = {E1:.6f} hartree, gap = {gap:.6f} hartree")
print(f"ground-state kinetic energy T = {T:.6f} hartree")
for cutoff, error in zip(cutoffs[~fitted], basis_errors[~fitted]):
    print(f"basis error of E0 at cutoff {cutoff:.0f} hartree:"
          f" {error:.1e} hartree")
print(f"spread of E0 from 40 hartree upwards: {energy_spread:.1e} hartree")
print(f"far starts, median CG steps to residual {far_tolerance:.0e} hartree"
      " (in brackets: steps until E < E1):")
print("  cutoff/hartree  plane waves  none         K          K^2")
for cutoff, size, row, ent in zip(cutoffs, sizes, counts, entries):
    print(f"  {cutoff:14.0f}  {size:11d}  " + "  ".join(
        f"{a:4d} ({b:3d})" for a, b in zip(row, ent)))
print(f"quadratic bound for far starts, none, top cutoff: {far_bound} steps")
print(f"near starts (displacement {displacement:.0e}), median CG steps to"
      f" residual {near_tolerance:.0e} hartree:")
print("  cutoff/hartree  none  bound    K  bound")
for cutoff, row, bnd in zip(cutoffs, near_median, bound_median):
    print(f"  {cutoff:14.0f}  {row[0]:4.0f}  {bnd[0]:5.0f}"
          f"  {row[1]:3.0f}  {bnd[1]:5.0f}")
print("condition numbers (dimensionless):")
print("  cutoff/hartree      none       K        K^2")
for cutoff, row in zip(cutoffs, conditions):
    print(f"  {cutoff:14.0f}  {row[0]:8.2f}  {row[1]:6.3f}  {row[2]:9.1f}")
print(f"K, top cutoff: lowest nonzero eigenvalue {low:.4f} hartree"
      f" (bound {low_bound:.4f})")
print(f"K, top cutoff: highest eigenvalue {high:.4f} hartree"
      f" (bound {high_bound:.4f})")
print(f"analytic bound on condition number with K: {high_bound / low_bound:.2f}")
print("exponents fitted from 40 hartree upwards (none, K, K^2):")
print("  far-start steps:  " + "  ".join(f"{v:.3f}" for v in count_slopes))
print("  near-start steps (none, K): "
      + "  ".join(f"{v:.3f}" for v in near_slopes))
print("  condition number: " + "  ".join(f"{v:.3f}" for v in cond_slopes))

# nested bases: the energy cannot rise with the cutoff (up to round-off)
assert np.all(np.diff(ground_energies) < 1e-10)
assert np.all(basis_errors < 1e-3)
# in the fitted range added plane waves change only the conditioning
assert energy_spread < 1e-6

assert abs(cond_slopes[0] - 1) < 0.05
assert abs(cond_slopes[1]) < 0.05
assert cond_slopes[2] > 0.8

# near the minimum: the CG bound holds to leading order in the displacement,
# so one extra step is allowed for the higher orders
assert np.all(near_counts <= near_bounds + 1)
assert 0.4 < near_slopes[0] < 0.6
assert abs(near_slopes[1]) < 0.1

# far from the minimum: K keeps the count level, K squared does not, and
# without K the count is beyond what a quadratic energy would allow
assert abs(count_slopes[1]) < 0.1
assert counts[-1, 2] > 2 * counts[0, 2]
assert counts[-1, 2] > 3 * counts[-1, 1]
assert counts[-1, 0] > far_bound
assert count_slopes[0] > near_slopes[0]
print("checks complete")
```

It prints:

```
K and its derivatives 1-4 at x=0: 1, 0, 0, 0, -128/9
limit of 2xK: 1 ; limit of x(2xK-1): 1
x, K(x), 2xK(x) (dimensionless):
     0.1  0.999945  0.199989
     0.5  0.975610  0.975610
     1.0  0.802469  1.604938
     2.0  0.406032  1.624130
    10.0  0.055529  1.110580
   100.0  0.005051  1.010101
maximum of xK: 0.85926 at x = 1.40143
cell 60 bohr, well depth 2.0 hartree, width 1.0 bohr; starts: 3
E0 = -1.387247 hartree, E1 = -0.391960 hartree, gap = 0.995288 hartree
ground-state kinetic energy T = 0.259475 hartree
basis error of E0 at cutoff 10 hartree: 9.1e-06 hartree
basis error of E0 at cutoff 20 hartree: 3.4e-09 hartree
spread of E0 from 40 hartree upwards: 4.3e-14 hartree
far starts, median CG steps to residual 1e-06 hartree (in brackets: steps until E < E1):
  cutoff/hartree  plane waves  none         K          K^2
              10           85    27 (  4)    27 (  2)   191 (  2)
              20          121    43 (  5)    29 (  2)   281 (  2)
              40          171    71 (  7)    30 (  2)   400 (  2)
              80          241   119 ( 10)    30 (  2)   562 (  2)
             160          341   198 ( 14)    30 (  2)   790 (  2)
             320          483   328 ( 20)    30 (  2)  1126 (  2)
             640          683   533 ( 28)    31 (  2)  1588 (  2)
quadratic bound for far starts, none, top cutoff: 280 steps
near starts (displacement 1e-03), median CG steps to residual 1e-08 hartree:
  cutoff/hartree  none  bound    K  bound
              10    19     23   20     23
              20    26     32   21     24
              40    38     46   21     25
              80    53     67   21     25
             160    77     96   21     26
             320   111    139   21     26
             640   159    201   22     27
condition numbers (dimensionless):
  cutoff/hartree      none       K        K^2
              10     11.06  11.414      700.5
              20     21.16  11.728     1558.4
              40     41.13  11.759     3267.2
              80     80.65  11.759     6657.8
             160    160.53  11.759    13514.3
             320    321.29  11.759    27315.6
             640    641.92  11.759    54842.8
K, top cutoff: lowest nonzero eigenvalue 0.1254 hartree (bound 0.0743)
K, top cutoff: highest eigenvalue 1.4747 hartree (bound 1.6102)
analytic bound on condition number with K: 21.67
exponents fitted from 40 hartree upwards (none, K, K^2):
  far-start steps:  0.728  0.009  0.498
  near-start steps (none, K): 0.520  0.013
  condition number: 0.992  0.000  1.017
checks complete
```
